# Equivalent k-point meshes for a surface cell and its supercell: a program that tests the result

```python
"""Result under test: for a 2x2 repetition of a primitive surface cell, the
Gamma-centred 6x6 mesh holds exactly the states of the primitive 12x12 mesh.

Symbols: k = fractional point in the primitive reciprocal basis b1, b2;
K = fractional point in the supercell basis B1, B2; hops[R] = hopping matrix (eV)
from a cell to the cell displaced by R; F = electronic free energy (eV).
Example: one dangling-bond orbital per atom on a hexagonal surface lattice,
rough regime of Ga-terminated GaN(0001). Energies are relative to the orbital.
"""
from fractions import Fraction
import numpy as np
from scipy.constants import k as k_boltzmann, e as charge
from scipy.optimize import brentq
from scipy.special import expit, xlogy


def mesh(n):
    return np.array([(i / n, j / n) for i in range(n) for j in range(n)])


def primitive_bands(hops, k):
    """Bands from the Bloch sum over lattice vectors."""
    h = sum(np.exp(2j * np.pi * (k @ np.array(R)))[:, None, None] * T
            for R, T in hops.items())
    return np.linalg.eigvalsh(h)


def supercell_bands(hops, s, K, site_shift=0.0):
    """Bands of an s x s cell assembled site by site in real space."""
    norb = hops[(0, 0)].shape[0]
    h = np.zeros((len(K), s * s * norb, s * s * norb), complex)
    for x in range(s):
        for y in range(s):
            i = (x * s + y) * norb
            for (rx, ry), T in hops.items():
                X, Y = x + rx, y + ry
                j = ((X % s) * s + Y % s) * norb
                phase = np.exp(2j * np.pi * (K @ np.array([X // s, Y // s])))
                h[:, i:i + norb, j:j + norb] += phase[:, None, None] * T
    h[:, 0, 0] += site_shift
    return np.linalg.eigvalsh(h)


def free_energy(levels, electrons, kT):
    """Free energy per cell and Fermi level, two spins per level."""
    nk = len(levels)
    mu = brentq(lambda m: 2 * expit((m - levels) / kT).sum() / nk - electrons,
                levels.min() - 5, levels.max() + 5, xtol=1e-13)
    grand = -2 * kT * np.logaddexp(0, (mu - levels) / kT).sum() / nk
    return grand + mu * electrons, mu


def orbits(n):
    """Classes of mesh points under the hexagonal point group 6mm."""
    left, found = {(i, j) for i in range(n) for j in range(n)}, []
    while left:
        start = min(left)
        orbit, todo = {start}, [start]
        while todo:
            p, q = todo.pop()
            for new in (((p + q) % n, -p % n), (q, p)):
                if new not in orbit:
                    orbit.add(new)
                    todo.append(new)
        found.append(sorted(orbit))
        left -= orbit
    return found


# ---- parameters: round model values in the rough regime of GaN(0001)
a_nm, t, t2, kT = 0.32, 0.20, 0.02, 0.05
n_el, T_growth, U, D = 0.75, 1300.0, 1.0, 1.0
near = [(1, 0), (0, 1), (1, 1)]
second = [(1, -1), (2, 1), (1, 2)]


def hexagonal(t_near, t_second=0.0):
    hops = {(0, 0): np.zeros((1, 1))}
    for shell, value in ((near, t_near), (second, t_second)):
        for x, y in shell:
            hops[(x, y)] = hops[(-x, -y)] = np.array([[-value]])
    return hops


hops = hexagonal(t)

# ---- geometry: reciprocal vectors from the direct lattices
A = a_nm * np.array([[1, 0], [-0.5, np.sqrt(3) / 2]])
for shell, length in ((near, a_nm), (second, np.sqrt(3) * a_nm)):
    assert np.allclose([np.linalg.norm(np.array(R) @ A) for R in shell], length)
b = 2 * np.pi * np.linalg.inv(A).T
B = 2 * np.pi * np.linalg.inv(2 * A).T
assert np.allclose(B, b / 2)
b_len, B_len = np.linalg.norm(b[0]), np.linalg.norm(B[0])
area = abs(np.linalg.det(A))
area_super = abs(np.linalg.det(2 * A))
assert np.isclose(144 * area, 36 * area_super)

# ---- exact folding, uniqueness of six divisions, and half-step offsets
half, zero = Fraction(1, 2), Fraction(0)


def axis_points(n, offset):
    return {(i + offset) / n for i in range(n)}


def unfolded_axis(m, offset):
    return {((i + offset) / m + g) / 2 for i in range(m) for g in (0, 1)}


def matches(offset_super, offset_prim):
    return [m for m in range(1, 25)
            if unfolded_axis(m, offset_super) == axis_points(12, offset_prim)]


assert matches(zero, zero) == [6]
assert matches(half, half) == [6]
assert matches(zero, half) == [] and matches(half, zero) == []

# ---- spectra: Bloch sum, supercell and finite periodic crystal
rng = np.random.default_rng(4)
onsite = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
random_hops = {(0, 0): onsite + onsite.conj().T}
for R in [(1, 0), (0, 1), (1, 1), (2, -1)]:
    T = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
    random_hops[R] = T
    random_hops[(-R[0], -R[1])] = T.conj().T
spectrum_gap = 0.0
for model in (hops, random_hops):
    prim = np.sort(primitive_bands(model, mesh(12)).ravel())
    sup = np.sort(supercell_bands(model, 2, mesh(6)).ravel())
    crystal = np.sort(supercell_bands(model, 12, np.zeros((1, 2))).ravel())
    spectrum_gap = max(spectrum_gap, abs(prim - sup).max(),
                       abs(prim - crystal).max())
assert spectrum_gap < 1e-10

# ---- free energies
lev12 = primitive_bands(hops, mesh(12))
F12, mu12 = free_energy(lev12, n_el, kT)
occ = expit((mu12 - lev12) / kT)
entropy_part = 2 * kT * (xlogy(occ, occ) + xlogy(1 - occ, 1 - occ)).sum() / 144
assert abs(2 * (occ * lev12).sum() / 144 + entropy_part - F12) < 1e-10
F_sup, mu_sup = {}, {}
for m in (5, 6, 7, 12):
    F_sup[m], mu_sup[m] = free_energy(supercell_bands(hops, 2, mesh(m)),
                                      4 * n_el, kT)
assert abs(F_sup[6] - 4 * F12) < 1e-10 and abs(mu_sup[6] - mu12) < 1e-10
assert all(abs(F_sup[m] - 4 * F12) > 1e-7 for m in (5, 7, 12))
F6, _ = free_energy(primitive_bands(hops, mesh(6)), n_el, kT)
dense = primitive_bands(hops, mesh(240))
F_dense, mu_dense = free_energy(dense, n_el, kT)
F_check, _ = free_energy(primitive_bands(hops, mesh(180)), n_el, kT)
assert abs(F_dense - F_check) < 1e-6

# ---- symmetry classes: levels must agree inside every class
orb12, orb6 = orbits(12), orbits(6)
for n, classes, solve in (
        (12, orb12, lambda q: primitive_bands(hops, q)),
        (6, orb6, lambda q: supercell_bands(hops, 2, q))):
    for members in classes:
        assert np.ptp(solve(np.array(members) / n), axis=0).max() < 1e-10

# ---- one shifted site couples only the four states folded to the same K
K6 = mesh(6)
folded = np.stack([primitive_bands(hops, (K6 + np.array(g)) / 2)[:, 0]
                   for g in ((0, 0), (0, 1), (1, 0), (1, 1))], axis=1)
coupled = np.array([np.diag(row) + D / 4 for row in folded])
rec6 = supercell_bands(hops, 2, K6, D)
assert abs(np.linalg.eigvalsh(coupled) - rec6).max() < 1e-10

# ---- sizes of neglected effects
F_rec6, _ = free_energy(rec6, 4 * n_el, kT)
F_rec, _ = free_energy(supercell_bands(hops, 2, mesh(120), D), 4 * n_el, kT)
change_dense = F_rec - 4 * F_dense
change_matched = F_rec6 - 4 * F12
change_unmatched = F_rec6 - 4 * F6
F_second, _ = free_energy(primitive_bands(hexagonal(t, t2), mesh(240)), n_el, kT)
kT_growth = k_boltzmann * T_growth / charge
F_hot, _ = free_energy(dense, n_el, kT_growth)
occ_dense = expit((mu_dense - dense) / kT)
dos_spin = (occ_dense * (1 - occ_dense)).sum() / kT / len(dense)

print(f"lattice constant a = {a_nm:.2f} nm")
print(f"hopping t = {t:.2f} eV; smearing kT = {kT:.3f} eV")
print(f"electrons per 1x1 cell = {n_el:.2f}; per 2x2 cell = {4*n_el:.2f}")
print(f"|b1| primitive = {b_len:.3f} nm^-1")
print(f"|B1| supercell = {B_len:.3f} nm^-1")
print(f"spacing, 1x1 cell with 12x12 = {b_len/12:.4f} nm^-1")
print(f"spacing, 2x2 cell with 6x6 = {B_len/6:.4f} nm^-1")
print(f"cell area 1x1 = {area:.5f} nm^2; 2x2 = {area_super:.5f} nm^2")
print(f"points x area: 1x1 = {144*area:.3f} nm^2; 2x2 = {36*area_super:.3f} nm^2")
print(f"side of equivalent periodic crystal = {12*a_nm:.2f} nm")
print(f"supercell divisions matching 12 (tried 1 to 24) = {matches(zero, zero)}")
print(f"same, both meshes offset by half a step = {matches(half, half)}")
print(f"same, only primitive mesh offset = {matches(zero, half)}")
print(f"full point counts: 12x12 = {len(mesh(12))}; 6x6 = {len(K6)}")
print(f"symmetry-reduced counts: 12x12 = {len(orb12)}; 6x6 = {len(orb6)}")
print(f"largest level difference in all spectra = {spectrum_gap:.1e} eV")
print(f"band bottom = {dense.min():.3f} eV; band top = {dense.max():.3f} eV")
print(f"Fermi level: 1x1 12x12 = {mu12:.6f} eV; 2x2 6x6 = {mu_sup[6]:.6f} eV")
print(f"F of 1x1 cell, 12x12 = {F12:.6f} eV")
print(f"4 F of 1x1 cell, 12x12 = {4*F12:.6f} eV")
for m in (5, 6, 7, 12):
    diff = 1000 * (F_sup[m] - 4 * F12)
    diff = 0.0 if abs(diff) < 5e-5 else diff
    print(f"F of 2x2 cell, {m}x{m} = {F_sup[m]:.6f} eV; minus 4F = {diff:.4f} meV")
print(f"F of 1x1 cell, 6x6 = {F6:.6f} eV")
print(f"false energy, both cells 6x6 = {1000*(F_sup[6]-4*F6):.3f} meV per 2x2")
print("Neglected effects:")
print(f"F of 1x1 cell, 240x240 = {F_dense:.6f} eV")
print(f"mesh error of 12x12 = {1000*(F12-F_dense):.4f} meV per 1x1")
print(f"second-neighbour hopping {t2:.2f} eV changes F by "
      f"{1000*(F_second-F_dense):.2f} meV per 1x1")
print(f"growth temperature = {T_growth:.0f} K; kT = {kT_growth:.4f} eV")
print(f"electrons at growth temperature change F by "
      f"{1000*(F_hot-F_dense):.2f} meV per 1x1")
print(f"repulsion U = {U:.1f} eV: mean-field energy = "
      f"{1000*U*n_el**2/4:.1f} meV per 1x1")
print(f"states at Fermi level per spin = {dos_spin:.3f} eV^-1 per 1x1")
print(f"Stoner product U x states = {U*dos_spin:.3f} (no unit)")
print(f"site shift D = {D:.1f} eV on one site in four; D/4 = {D/4:.2f} eV")
print(f"F change by shift, dense meshes = {1000*change_dense:.3f} meV per 2x2")
print(f"F change, 2x2 6x6 and 1x1 12x12 = {1000*change_matched:.3f} meV per 2x2")
print(f"F change, 2x2 6x6 and 1x1 6x6 = {1000*change_unmatched:.3f} meV per 2x2")
print(f"error of matched meshes = "
      f"{1000*(change_matched-change_dense):.3f} meV per 2x2")
print(f"error of unmatched meshes = "
      f"{1000*(change_unmatched-change_dense):.3f} meV per 2x2")
print(f"mesh error of shifted-site cell alone, 6x6 = "
      f"{1000*(F_rec6-F_rec):.3f} meV per 2x2")
print("PASS")
```

Running it gives:

```
lattice constant a = 0.32 nm
hopping t = 0.20 eV; smearing kT = 0.050 eV
electrons per 1x1 cell = 0.75; per 2x2 cell = 3.00
|b1| primitive = 22.672 nm^-1
|B1| supercell = 11.336 nm^-1
spacing, 1x1 cell with 12x12 = 1.8894 nm^-1
spacing, 2x2 cell with 6x6 = 1.8894 nm^-1
cell area 1x1 = 0.08868 nm^2; 2x2 = 0.35472 nm^2
points x area: 1x1 = 12.770 nm^2; 2x2 = 12.770 nm^2
side of equivalent periodic crystal = 3.84 nm
supercell divisions matching 12 (tried 1 to 24) = [6]
same, both meshes offset by half a step = [6]
same, only primitive mesh offset = []
full point counts: 12x12 = 144; 6x6 = 36
symmetry-reduced counts: 12x12 = 19; 6x6 = 7
largest level difference in all spectra = 3.9e-14 eV
band bottom = -1.200 eV; band top = 0.600 eV
Fermi level: 1x1 12x12 = -0.067597 eV; 2x2 6x6 = -0.067597 eV
F of 1x1 cell, 12x12 = -0.416310 eV
4 F of 1x1 cell, 12x12 = -1.665238 eV
F of 2x2 cell, 5x5 = -1.671571 eV; minus 4F = -6.3329 meV
F of 2x2 cell, 6x6 = -1.665238 eV; minus 4F = 0.0000 meV
F of 2x2 cell, 7x7 = -1.662530 eV; minus 4F = 2.7085 meV
F of 2x2 cell, 12x12 = -1.664434 eV; minus 4F = 0.8043 meV
F of 1x1 cell, 6x6 = -0.406737 eV
false energy, both cells 6x6 = -38.289 meV per 2x2
Neglected effects:
F of 1x1 cell, 240x240 = -0.416103 eV
mesh error of 12x12 = -0.2068 meV per 1x1
second-neighbour hopping 0.02 eV changes F by 3.49 meV per 1x1
growth temperature = 1300 K; kT = 0.1120 eV
electrons at growth temperature change F by -17.56 meV per 1x1
repulsion U = 1.0 eV: mean-field energy = 140.6 meV per 1x1
states at Fermi level per spin = 0.508 eV^-1 per 1x1
Stoner product U x states = 0.508 (no unit)
site shift D = 1.0 eV on one site in four; D/4 = 0.25 eV
F change by shift, dense meshes = 358.677 meV per 2x2
F change, 2x2 6x6 and 1x1 12x12 = 359.488 meV per 2x2
F change, 2x2 6x6 and 1x1 6x6 = 321.199 meV per 2x2
error of matched meshes = 0.811 meV per 2x2
error of unmatched meshes = -37.478 meV per 2x2
mesh error of shifted-site cell alone, 6x6 = -0.016 meV per 2x2
PASS
```
